# Fröhlich coupling of a 1s exciton: charge cancellation and equal masses: test program

```python
"""Froehlich coupling of a 1s Wannier exciton to LO phonons.

Result under test: the 1s -> 1s amplitude is V_q * G(q), where
  G(q) = F(p_h q) - F(p_e q),  F(k) = [1 + (k a / 2)^2]^(-2),
  p_e = m_e/M, p_h = m_h/M, M = m_e + m_h, a = exciton radius,
  |V_q|^2 = 2 pi omega c / (Omega q^2), c = 1/eps_inf - 1/eps_0.
G is of order q^2 at small q and vanishes for equal masses at every q.
The 1s -> 2p amplitude V_q * T(q) survives for equal masses.
Atomic units inside; kappa = q*a is dimensionless; output in eV and angstrom.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10

# Model parameters
eps_inf, eps_0 = 4.0, 5.0
phonon_ev = 0.03
omega = phonon_ev / HARTREE_EV
m_e, m_h = 0.2, 0.8
M = m_e + m_h
mu = m_e * m_h / M
m_equal = 2 * mu
M_equal = 2 * m_equal
p_e, p_h = m_e / M, m_h / M
a = eps_inf / mu
binding = mu / (2 * eps_inf**2)
gap_2p = 0.75 * binding
c = 1 / eps_inf - 1 / eps_0


def form_factor(k):
    """F for k in units of 1/a."""
    return (1 + (k / 2)**2)**-2


def exciton_factor(kappa, pe, ph):
    """G in factored form, free of subtractive cancellation."""
    A = 1 + (ph * kappa / 2)**2
    B = 1 + (pe * kappa / 2)**2
    return -(ph - pe) * (kappa / 2)**2 * (A + B) / (A * B)**2


def dipole_factor(kappa, pe, ph):
    """Modulus of T for the 2p state oriented along q."""
    return 6 * np.sqrt(2) * (ph * kappa / (2.25 + (ph * kappa)**2)**3
                             + pe * kappa / (2.25 + (pe * kappa)**2)**3)


def bare_coupling(q):
    """sqrt(Omega) * |V_q| in atomic units."""
    return np.sqrt(2 * np.pi * omega * c) / q


# Test: static charges +1 and -1 coupled to a pair of modes q and -q.
# Exact diagonalization against the displaced-oscillator energy.
levels = 14
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
one = np.eye(levels)
b1, b2 = np.kron(lower, one), np.kron(one, lower)
V_test, phase = 0.2, 1.1
rho = np.exp(0.7j) - np.exp(1j * (0.7 - phase))
half = V_test * rho * (b1 + b2.T)
H_modes = b1.T @ b1 + b2.T @ b2 + half + half.conj().T
E_modes = np.linalg.eigvalsh(H_modes)[0]
assert abs(E_modes + 2 * V_test**2 * (2 - 2 * np.cos(phase))) < 1e-9

# Test: the Fourier integral of 4 pi / q^2 is 1/distance.
distance = mp.mpf("1.7")
fourier = 2 / mp.pi * mp.quadosc(lambda q: mp.sinc(q * distance),
                                 [0, mp.inf], omega=distance)
assert abs(fourier - 1 / distance) < 1e-9

# Test: the kinetic energy separates in centre-of-mass coordinates.
xe, xh, K = sp.symbols("x_e x_h K", real=True)
me, mh, r, s_mu, s_eps = sp.symbols("m_e m_h r mu epsilon", positive=True)
R_cm = (me * xe + mh * xh) / (me + mh)
x_rel = xe - xh
psi = sp.exp(sp.I * K * R_cm) * sp.exp(-x_rel**2)
kinetic = -sp.diff(psi, xe, 2) / (2 * me) - sp.diff(psi, xh, 2) / (2 * mh)
expected = (K**2 / (2 * (me + mh))
            - (4 * x_rel**2 - 2) * (me + mh) / (2 * me * mh))
assert sp.simplify(sp.expand(kinetic / psi) - expected) == 0
assert sp.simplify(R_cm + mh / (me + mh) * x_rel - xe) == 0
assert sp.simplify(R_cm - me / (me + mh) * x_rel - xh) == 0

# Test: radius and energies of the 1s and 2p states.
radius = s_eps / s_mu
for ell, n, f in [(0, 1, sp.exp(-r / radius)),
                  (1, 2, r * sp.exp(-r / (2 * radius)))]:
    h_f = (-(sp.diff(f, r, 2) + 2 * sp.diff(f, r) / r
             - ell * (ell + 1) * f / r**2) / (2 * s_mu) - f / (s_eps * r))
    assert sp.simplify(h_f / f + s_mu / (2 * s_eps**2 * n**2)) == 0

# Two-dimensional quadrature over internal wave functions, lengths in a.
x, w = np.polynomial.legendre.leggauss(500)
rr, wr = 20 * (x + 1), 20 * w
cc, wc = np.polynomial.legendre.leggauss(120)
rr, cc = rr[:, None], cc[None, :]
volume = 2 * np.pi * wr[:, None] * wc[None, :] * rr**2
z = rr * cc
s1 = np.exp(-rr) / np.sqrt(np.pi) + 0 * cc
s2 = (2 - rr) * np.exp(-rr / 2) / (4 * np.sqrt(2 * np.pi)) + 0 * cc
p2 = z * np.exp(-rr / 2) / (4 * np.sqrt(2 * np.pi))
for state in (s1, s2, p2):
    assert abs(np.sum(volume * state**2) - 1) < 1e-10


def internal_operator(kappa, pe, ph):
    return np.exp(1j * ph * kappa * z) - np.exp(-1j * pe * kappa * z)


def element(final, kappa, pe, ph):
    return np.sum(volume * final * internal_operator(kappa, pe, ph) * s1)


# Test: form factors, amplitudes and closure against quadrature.
max_error = 0.0
for kappa in (0.1, 0.5, 1.0, 2.0, 4.0, 8.0):
    direct_F = np.sum(volume * s1**2 * np.exp(1j * kappa * z))
    max_error = max(max_error, abs(direct_F - form_factor(kappa)))
    for pe, ph in ((p_e, p_h), (0.5, 0.5), (0.65, 0.35)):
        direct_G = element(s1, kappa, pe, ph)
        direct_T = element(p2, kappa, pe, ph)
        op = internal_operator(kappa, pe, ph)
        total = np.sum(volume * s1**2 * abs(op)**2)
        errors = (abs(direct_G - exciton_factor(kappa, pe, ph)),
                  abs(direct_T - 1j * dipole_factor(kappa, pe, ph)),
                  abs(total - 2 + 2 * form_factor(kappa)))
        max_error = max(max_error, *errors)
        assert abs(direct_G)**2 + abs(direct_T)**2 < total
    assert abs(element(s1, kappa, 0.5, 0.5)) < 1e-10
    assert abs(element(s2, kappa, 0.5, 0.5)) < 1e-10
    assert abs(element(p2, kappa, 0.5, 0.5)) > 1e-3
assert max_error < 1e-9
assert abs(element(s2, 2.0, p_e, p_h)) > 1e-2

# Test: small-q laws; the neglected relative terms are of order kappa^2.
small = 0.02
G_ratio = element(s1, small, p_e, p_h).real / (-(p_h - p_e) * small**2 / 2)
dipole_length = 6 * np.sqrt(2) / 2.25**3
assert abs(G_ratio - 1) < small**2
for pe, ph in ((p_e, p_h), (0.5, 0.5)):
    T_ratio = element(p2, small, pe, ph).imag / (dipole_length * small)
    assert abs(T_ratio - 1) < 2 * small**2

# Strongest 1s -> 1s coupling, checked on a grid of quadrature values.
peak = minimize_scalar(lambda k: -abs(exciton_factor(k, p_e, p_h)) / k,
                       bounds=(0.1, 10), method="bounded",
                       options={"xatol": 1e-9})
kappa_peak = peak.x
grid = np.arange(0.2, 8.01, 0.1)
on_grid = [abs(element(s1, k, p_e, p_h)) / k for k in grid]
assert abs(grid[np.argmax(on_grid)] - kappa_peak) < 0.1


def channel_shift(weight, gap, mass):
    """Second-order energy of one channel from the radial integral."""
    def integrand(k):
        return weight(k) / (omega + gap + (k / a)**2 / (2 * mass))
    value = quad(integrand, 0, np.inf, epsabs=1e-11, epsrel=1e-9,
                 limit=400)[0]
    return -omega * c / np.pi * value / a


def box_shift(weight, gap, mass):
    """The same energy as an explicit sum over wave vectors of a box."""
    step, count = 0.6, 70
    k1 = (np.arange(count) + 0.5) * step
    k2 = (k1[:, None, None]**2 + k1[None, :, None]**2
          + k1[None, None, :]**2)
    k = np.sqrt(k2)
    box_volume = (2 * np.pi * a / step)**3
    V2 = bare_coupling(k / a)**2 / box_volume
    return -8 * np.sum(V2 * weight(k) / (omega + gap + k2 / (2*mass*a**2)))


shifts = {}
for name, pe, ph, mass in (("unequal", p_e, p_h, M),
                           ("equal", 0.5, 0.5, M_equal)):
    def weight_1s(k, pe=pe, ph=ph):
        return exciton_factor(k, pe, ph)**2

    def weight_2p(k, pe=pe, ph=ph):
        return dipole_factor(k, pe, ph)**2

    for channel, weight, gap in (("1s", weight_1s, 0.0),
                                 ("2p", weight_2p, gap_2p)):
        value = channel_shift(weight, gap, mass)
        summed = box_shift(weight, gap, mass)
        # Finite box spacing and the momentum cutoff limit the agreement.
        assert abs(value - summed) <= 1e-3 * abs(value) + 1e-14
        shifts[name, channel] = value
assert shifts["equal", "1s"] == 0 and shifts["equal", "2p"] < 0

# Free carriers: radial integral against -alpha*omega.
alphas = {}
for mass in (m_e, m_h, m_equal):
    alphas[mass] = c * np.sqrt(mass / (2 * omega))
    free = channel_shift(lambda k: 1.0, 0.0, mass)
    assert abs(free / (-alphas[mass] * omega) - 1) < 1e-6

# Worked example
to_coupling = HARTREE_EV * BOHR_ANG**1.5
a_ang = a * BOHR_ANG
print(f"eps_inf = {eps_inf:.1f}, eps_0 = {eps_0:.1f}, c = {c:.4f}")
print(f"phonon energy = {phonon_ev:.4f} eV")
print(f"unequal masses m_e, m_h = {m_e:.2f}, {m_h:.2f} electron masses")
print(f"mass fractions p_e, p_h = {p_e:.2f}, {p_h:.2f}")
print(f"equal masses = {m_equal:.2f} electron masses each")
print(f"total masses: unequal {M:.2f}, equal {M_equal:.2f}")
print(f"reduced mass in both cases = {mu:.3f} electron masses")
print(f"exciton radius a = {a_ang:.4f} angstrom")
print(f"exciton binding energy = {binding * HARTREE_EV:.5f} eV")
print(f"1s-2p energy difference = {gap_2p * HARTREE_EV:.5f} eV")
print("Amplitudes below are times sqrt(Omega), in eV angstrom^(3/2)")
print("UNEQUAL: qa, q (1/angstrom), F(p_h q), F(p_e q), G, |V|, |V G|")
kappas = (0.1, 0.5, 1.0, 2.0, 4.0, 8.0)
for k in kappas:
    G = exciton_factor(k, p_e, p_h)
    V = bare_coupling(k / a) * to_coupling
    print(f"{k:4.1f} {k / a_ang:.5f} {form_factor(p_h * k):.6f} "
          f"{form_factor(p_e * k):.6f} {G:.6f} {V:.4f} {V * abs(G):.4f}")
print("EQUAL: qa, G, |T|^2 (2p), total weight 2-2F(q), |V T|")
for k in kappas:
    T = dipole_factor(k, 0.5, 0.5)
    V = bare_coupling(k / a) * to_coupling
    print(f"{k:4.1f} {abs(exciton_factor(k, 0.5, 0.5)):.6f} {T**2:.6f} "
          f"{2 - 2 * form_factor(k):.6f} {V * T:.4f}")
V_peak = bare_coupling(kappa_peak / a) * to_coupling
G_peak = exciton_factor(kappa_peak, p_e, p_h)
print(f"strongest 1s-1s coupling, unequal: qa = {kappa_peak:.4f}")
print(f"  q there = {kappa_peak / a_ang:.5f} 1/angstrom")
print(f"  G there = {G_peak:.5f}")
print(f"  |V G| there = {V_peak * abs(G_peak):.4f} eV angstrom^(3/2)")
limit_2p = bare_coupling(1 / a) * dipole_length * to_coupling
print(f"1s-2p dipole length / a = {dipole_length:.5f}")
print(f"|V T| as q -> 0 = {limit_2p:.4f} eV angstrom^(3/2)")
print(f"small-q test at qa = {small:.2f}: G/law = {G_ratio:.7f}")
for name in ("unequal", "equal"):
    for channel in ("1s", "2p"):
        energy = abs(shifts[name, channel]) * HARTREE_EV
        print(f"lattice energy lowering, {name}, {channel} channel = "
              f"{energy:.6f} eV")
for label, mass in (("electron 0.2", m_e), ("hole 0.8", m_h),
                    ("equal-mass carrier", m_equal)):
    print(f"free {label}: alpha = {alphas[mass]:.4f}, lowering = "
          f"{alphas[mass] * phonon_ev:.6f} eV")
print(f"largest quadrature deviation below 1e-9: {max_error < 1e-9}")
print("all tests passed")
```

It prints:

```
eps_inf = 4.0, eps_0 = 5.0, c = 0.0500
phonon energy = 0.0300 eV
unequal masses m_e, m_h = 0.20, 0.80 electron masses
mass fractions p_e, p_h = 0.20, 0.80
equal masses = 0.32 electron masses each
total masses: unequal 1.00, equal 0.64
reduced mass in both cases = 0.160 electron masses
exciton radius a = 13.2294 angstrom
exciton binding energy = 0.13606 eV
1s-2p energy difference = 0.10204 eV
Amplitudes below are times sqrt(Omega), in eV angstrom^(3/2)
UNEQUAL: qa, q (1/angstrom), F(p_h q), F(p_e q), G, |V|, |V G|
 0.1 0.00756 0.996808 0.999800 -0.002992 48.7363 0.1458
 0.5 0.03779 0.924556 0.995019 -0.070462 9.7473 0.6868
 1.0 0.07559 0.743163 0.980296 -0.237133 4.8736 1.1557
 2.0 0.15118 0.371802 0.924556 -0.552754 2.4368 1.3470
 4.0 0.30236 0.078904 0.743163 -0.664259 1.2184 0.8093
 8.0 0.60471 0.007915 0.371802 -0.363887 0.6092 0.2217
EQUAL: qa, G, |T|^2 (2p), total weight 2-2F(q), |V T|
 0.1 0.000000 0.005512 0.009963 3.6185
 0.5 0.000000 0.117702 0.228374 3.3441
 1.0 0.000000 0.294912 0.720000 2.6467
 2.0 0.000000 0.244395 1.500000 1.2047
 4.0 0.000000 0.019327 1.920000 0.1694
 8.0 0.000000 0.000125 1.993080 0.0068
strongest 1s-1s coupling, unequal: qa = 1.7224
  q there = 0.13019 1/angstrom
  G there = -0.48336
  |V G| there = 1.3677 eV angstrom^(3/2)
1s-2p dipole length / a = 0.74494
|V T| as q -> 0 = 3.6305 eV angstrom^(3/2)
small-q test at qa = 0.02: G/law = 0.9998980
lattice energy lowering, unequal, 1s channel = 0.004253 eV
lattice energy lowering, unequal, 2p channel = 0.001300 eV
lattice energy lowering, equal, 1s channel = 0.000000 eV
lattice energy lowering, equal, 2p channel = 0.001512 eV
free electron 0.2: alpha = 0.4762, lowering = 0.014286 eV
free hole 0.8: alpha = 0.9524, lowering = 0.028572 eV
free equal-mass carrier: alpha = 0.6023, lowering = 0.018070 eV
largest quadrature deviation below 1e-9: True
all tests passed
```
